# Transient Boron Broadening in Silicon at Two Anneal Temperatures

## Problem

A thin boron-doped layer, the marker, lies below the surface of a silicon wafer. Ion implantation leaves damage between the surface and the marker. During an anneal the damage dissolves and releases self-interstitials, which speed up boron diffusion until they have escaped. This temporary effect is transient enhanced diffusion.

Two identical samples are annealed, one at 700 °C and one at 900 °C, each until its damage is exhausted. Both release the same number $Q$ of excess interstitials per unit area, at the same mean depth $R$. The equilibrium boron diffusivity $D_B^*$ has activation energy $E_B=3.5$ eV. The interstitial part of self-diffusion has $E_S=4.9$ eV.

1. Which sample shows the larger total transient broadening, and by what factor?
2. Find the broadening for $Q=10^{13}\ \mathrm{cm^{-2}}$, $R=100$ nm and a marker at 400 nm with initial rms width 10 nm.
3. Does the answer to the first question hold if both samples are annealed for the same short time?

"Broadening" means the increase of the marker's variance, $\Delta\sigma^2$. Its transient part excludes the diffusion that would occur anyway at the equilibrium interstitial concentration $c^*$. The interstitial diffusivity is $D_I$, the atomic density is $N$, and

$$D_S=\frac{D_I c^*}{N}$$

is the self-diffusion coefficient carried by interstitials. A tracer measurement gives $fD_S$, with a correlation factor $f$ taken as independent of temperature.

The model assumes that boron moves only with interstitials, is dilute and unclustered, and traps a negligible share of them. The material is intrinsic, and the surface holds the interstitial concentration at $c^*$ at both temperatures. Bulk traps and recombination with vacancies are left out. The wafer is much thicker than the marker depth.

## First estimate by scaling

Let the excess interstitial concentration be of size $c$ for a time $t$. Interstitials leave through the surface, a distance $R$ from the damage, so their flux is about $D_I c/R$. The whole dose must leave:

$$Q\sim \frac{D_I c}{R}\,t\quad\Longrightarrow\quad ct\sim\frac{QR}{D_I}.$$

The product $ct$ is fixed even though neither factor is known. Slow release gives a small $c$ for a long time; fast release gives the reverse.

Boron diffusivity rises in proportion to the interstitial concentration, so its excess is $D_B^*c/c^*$. The excess integrated over time is

$$B\sim D_B^*\frac{ct}{c^*}\sim\frac{D_B^*QR}{D_I c^*}=\frac{D_B^*}{D_S}\frac{QR}{N}.$$

With temperature-independent prefactors, the two Arrhenius factors combine as

$$B\propto\frac{e^{-E_B/kT}}{e^{-E_S/kT}}=e^{(E_S-E_B)/kT}=e^{+1.4\ \mathrm{eV}/kT}.$$

The exponent is positive, so the total broadening is larger at the lower temperature. Any unknown numerical factor set by geometry cancels between the samples. With $1/T_{700}-1/T_{900}=1.752\times10^{-4}\ \mathrm{K^{-1}}$,

$$\frac{B_{700}}{B_{900}}\sim\exp\left[\frac{1.4\times1.752\times10^{-4}}{8.617\times10^{-5}}\right]=e^{2.846}\approx17.$$

The estimate leaves three things open: the numerical factor in $B$, the meaning of $R$ when the damage is spread in depth, and the effect of a concentration that varies in space and time.

## Exact solution

### From interstitials to marker variance

Substitutional boron, of concentration $C_B$, reacts with an interstitial to form a mobile species. In local equilibrium the mobile concentration is $KC_Bc_I$, where $c_I$ is the total interstitial concentration and $K$ depends on temperature. If the mobile species has diffusivity $D_m$, the boron flux is

$$J=-D_m\frac{\partial}{\partial x}(KC_Bc_I)=-\frac{\partial}{\partial x}(D_BC_B),\qquad D_B=D_mKc_I=D_B^*\frac{c_I}{c^*}.$$

The last equality follows because $D_B=D_B^*$ when $c_I=c^*$. Nearly all boron is substitutional at any moment, so conservation gives

$$\frac{\partial C_B}{\partial t}=\frac{\partial^2}{\partial x^2}(D_BC_B).$$

Normalize $C_B$ to unit area and let it vanish at the surface and at great depth. Integrating by parts, with all boundary terms zero,

$$\frac{d\langle x\rangle}{dt}=\int x\,\frac{\partial^2(D_BC_B)}{\partial x^2}\,dx=-\int\frac{\partial(D_BC_B)}{\partial x}\,dx=0,$$

$$\frac{d\langle x^2\rangle}{dt}=\int x^2\,\frac{\partial^2(D_BC_B)}{\partial x^2}\,dx=2\int D_BC_B\,dx=2\langle D_B\rangle.$$

The mean does not move, so $d\sigma^2/dt=2\langle D_B\rangle$. Write $c_I=c^*+c$. The equilibrium part contributes $2D_B^*t$ to the variance. The excess part contributes

$$\Delta\sigma^2=2B,\qquad B=\frac{D_B^*}{c^*}\int_0^\infty\langle c\rangle\,dt.$$

### The time-integrated interstitial concentration

Let $g(x,t)$ be the number of interstitials released per unit volume and time. Any that are free at the start are counted as a burst at $t=0$. Since $c^*$ is uniform and constant, the excess obeys

$$\frac{\partial c}{\partial t}=D_I\frac{\partial^2c}{\partial x^2}+g,\qquad c(0,t)=0,\qquad c(x,0)=0.$$

Define $M(x)=\int_0^\infty c\,dt$ and $G(x)=\int_0^\infty g\,dt$, so that $\int G\,dx=Q$ and $\int xG\,dx=QR$. This fixes $R$ as the mean depth of release.

Now count the interstitials deeper than a plane at $x$. None are there at the start and none at the end, because a particle diffusing in one dimension eventually reaches the absorbing surface. The number released beyond $x$ therefore equals the net number that crosses the plane towards the surface. The flux towards the surface is $+D_I\,\partial c/\partial x$, hence

$$D_I\frac{dM}{dx}=\int_x^\infty G(x')\,dx'.$$

Integrate from the surface, where $M=0$:

$$D_IM(x)=\int_0^x dy\int_y^\infty dx'\,G(x').$$

For a given $x'$, the variable $y$ runs from 0 to the smaller of $x$ and $x'$. Exchanging the order of integration gives

$$M(x)=\frac1{D_I}\int_0^\infty\min(x,x')\,G(x')\,dx'.$$

For a marker deeper than all the damage, $\min(x,x')=x'$ and

$$M=\frac1{D_I}\int_0^\infty x'G(x')\,dx'=\frac{QR}{D_I}.$$

The time course of release has dropped out. Beyond the damage $M$ is also independent of depth, so every part of the marker receives the same exposure.

### Total broadening

If the marker profile did not change while the interstitials passed, $\int\langle c\rangle dt$ would equal $M$. The profile does change, so a correction must be estimated. Put $b=D_B^*/c^*$. To first order in $b$, the excess changes the profile $C_0$ by

$$\delta C_B=b\frac{\partial^2}{\partial x^2}(mC_0),\qquad m(x,t)=\int_0^t c\,dt'.$$

The exposure then changes by

$$\int dt\int dx\,c\,\delta C_B=b\int dt\int dx\,\frac{\partial^2c}{\partial x^2}\,mC_0.$$

Outside the damage $\partial^2c/\partial x^2=(1/D_I)\,\partial c/\partial t$. Since $\partial m/\partial t=c$, and the product $cm$ vanishes at both ends of the time interval, integration by parts in time gives

$$-\frac{b}{D_I}\int dx\,C_0\int c^2\,dt.$$

Relative to $M=\int c\,dt$ this is a reduction of order $bc/D_I$, the ratio of the enhanced boron diffusivity to $D_I$. Equilibrium boron diffusion during the transient adds a similar correction, of order $D_B^*/D_I$. The second is tiny because interstitials move much faster than boron. The first equals $(D_B^*/D_S)\,c/N$ and grows with the excess concentration. For the example below it is about 0.7% at 700 °C and 0.04% at 900 °C if the whole dose is released at once, and far smaller for slow release. To leading order in these ratios,

$$\boxed{B=\frac{D_B^*}{c^*}\frac{QR}{D_I}=\frac{D_B^*}{D_S}\frac{QR}{N},\qquad \Delta\sigma^2=2B.}$$

The product $D_Ic^*$ enters as a whole. How the 4.9 eV divides between forming an interstitial and moving it does not matter. If the tracer coefficient $fD_S$ is used in place of $D_S$, the right-hand side must be multiplied by $f$, which cancels in the ratio:

$$\frac{B_{700}}{B_{900}}=\exp\left[\frac{E_S-E_B}{k}\left(\frac1{T_{700}}-\frac1{T_{900}}\right)\right]=17.2.$$

The added rms width $\sqrt{2B}$ has the ratio $\sqrt{17.2}=4.15$.

The sign has a microscopic reading. Since $D_B^*=D_mKc^*$,

$$\frac{D_B^*}{D_Ic^*}=\frac{D_mK}{D_I}.$$

The equilibrium interstitial concentration cancels, because the dose is supplied by the damage and need not be created thermally. What remains measures how much boron motion one interstitial causes before it escapes. Suppose $K\propto e^{E_b/kT}$, and let $D_m$ and $D_I$ have migration energies $E_m$ and $E_I$. The data then require $E_b+E_I-E_m=1.4$ eV. They fix this combination, not its three terms.

### Numbers for the example

Take round model prefactors: $1\ \mathrm{cm^2/s}$ for $D_B^*$ and $1000\ \mathrm{cm^2/s}$ for $D_S$, with $N=5\times10^{22}\ \mathrm{cm^{-3}}$. The damage is a thin sheet at depth $R$. The factor common to both temperatures is

$$\frac{QR}{N}=\frac{10^{13}\times10^{-5}}{5\times10^{22}}=2\times10^{-15}\ \mathrm{cm^2}.$$

At 700 °C, $D_B^*/D_S=1.780\times10^4$, so

$$B_{700}=1.780\times10^4\times2\times10^{-15}=3.56\times10^{-11}\ \mathrm{cm^2}.$$

At 900 °C, $D_B^*/D_S=1.034\times10^3$, so

$$B_{900}=1.034\times10^3\times2\times10^{-15}=2.07\times10^{-12}\ \mathrm{cm^2}.$$

With $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$, the added variances are 7119 and 413 $\mathrm{nm^2}$, and the added rms widths are 84 and 20 nm. Variances add, so the final widths without equilibrium diffusion are

$$\sqrt{10^2+7119}=85\ \mathrm{nm},\qquad\sqrt{10^2+413}=23\ \mathrm{nm}.$$

Their ratio is below 4.15 because both contain the initial width. The broadened marker at 700 °C is still centred 300 nm beyond the damage, about 3.5 rms widths away, so treating it as deeper than the damage remains reasonable.

The boron must also be dilute enough to carry few interstitials itself. Each mobile boron species carries one, which adds $D_mKC_B$ to the $D_I$ of the free interstitials. The peak boron concentration must therefore stay well below

$$\frac{D_I}{D_mK}=\frac{ND_S}{D_B^*},$$

which is $2.8\times10^{18}\ \mathrm{cm^{-3}}$ at 700 °C and $4.8\times10^{19}\ \mathrm{cm^{-3}}$ at 900 °C. Taken alone, this loading of the interstitials reduces the broadening, and for the same marker the loss is greater at 700 °C. The assumption of intrinsic material sets a tighter limit: the boron concentration must also stay well below the intrinsic carrier density, roughly $10^{18}\ \mathrm{cm^{-3}}$ at 700 °C and $4\times10^{18}\ \mathrm{cm^{-3}}$ at 900 °C. Above it, the holes supplied by the boron raise its diffusivity, and the formula no longer applies.

### Equal short anneals

The third question needs a release law. Let the damage dissolve exponentially with time constant $\tau$, at a rate per unit area

$$r(t)=\frac Q\tau e^{-t/\tau}.$$

If interstitials cross the region quickly compared with the change in $r$, the concentration beyond the damage closely follows the steady balance $D_Ic/R=r$ until most of the dose has been released. Later, interstitials returning from deep in the wafer leave a slower tail, which adds little to the total. The excess boron diffusivity is then

$$\frac{D_B^*}{c^*}c=\frac{D_B^*R}{D_Ic^*}r=\frac BQr=\frac B\tau e^{-t/\tau},$$

and its integral up to time $t$ is

$$B(t)=B\left(1-e^{-t/\tau}\right).$$

Take $\tau=10$ s at 900 °C and a release energy $E_R=3.6$ eV, so $\tau\propto e^{E_R/kT}$. At 700 °C this gives $\tau=1.51\times10^4$ s, about 4.2 hours. The initial excess diffusivity varies as

$$\frac B\tau\propto e^{-(E_R-E_S+E_B)/kT}=e^{-2.2\ \mathrm{eV}/kT}.$$

It is 88 times larger at 900 °C, while the transient lasts 1508 times longer at 700 °C. The quotient $1508/87.6=17.2$ recovers the ratio of totals. In this quasi-steady formula the initial excess is 3154 times $D_B^*$ at 700 °C and 224 times at 900 °C. (The numerical output labels these two numbers "mean enhancement".) The actual excess at the marker starts from zero and peaks below these values, because the interstitials need time to spread. For $D_I=0.01\,e^{-0.9\ \mathrm{eV}/kT}\ \mathrm{cm^2/s}$ the peaks are about 3120 and 210. Early in the anneal the hotter sample has the smaller relative enhancement but the larger enhanced diffusivity. Within the first minute its transient dies away, and its diffusivity falls below that of the cooler sample.

After 60 s the transient at 900 °C is almost complete, with $B(t)=2.06\times10^{-12}\ \mathrm{cm^2}$. At 700 °C it has barely begun:

$$B(60\ \mathrm s)\approx3.56\times10^{-11}\times\frac{60}{1.51\times10^4}=1.41\times10^{-13}\ \mathrm{cm^2}.$$

The order is reversed: the hotter sample is ahead by a factor of about 15. The excess broadenings become equal when

$$17.22\left(1-e^{-t/\tau_{700}}\right)=1-e^{-t/\tau_{900}}\approx1,$$

$$t=-\tau_{700}\ln\left(1-\frac1{17.22}\right)\approx902\ \mathrm s.$$

This time depends on the chosen release law; the ratio of totals does not. All the finite-time numbers also require fast interstitials, so unlike the totals they depend on $D_I$ itself. With $D_I=0.01\,e^{-1.8\ \mathrm{eV}/kT}\ \mathrm{cm^2/s}$ and the same $D_S$, the quasi-steady formula fails. The enhancement at 900 °C then peaks near 67, the hotter sample leads by a factor of about 300 after 60 s, and the excess broadenings become equal only near 1500 s.

Equilibrium diffusion must be watched when clock times are equal. By 902 s it has added $8.3\times10^{-13}\ \mathrm{cm^2}$ to the integrated diffusivity at 900 °C, which is 40% of the transient total there. The measured widths are therefore not yet equal at 902 s; the hotter marker is still wider. If the 900 °C sample stayed in the furnace for $5\tau_{700}=7.5\times10^4$ s, equilibrium diffusion would contribute

$$9.21\times10^{-16}\times7.5\times10^4\approx6.9\times10^{-11}\ \mathrm{cm^2},$$

more than the whole transient at 700 °C. The first question concerns two anneals that each end when their own transient is over. After $5\tau$ at the respective temperature, the equilibrium part is 0.2% of $B$ at 700 °C and 2% at 900 °C.

## Comparison of the two

The scaling estimate and the exact solution have the same form, and the numerical factor in $B$ turns out to be one. The exact solution identifies $R$ as the mean release depth and shows that the result does not depend on the release history, provided the enhanced boron diffusivity stays far below $D_I$. It also supplies a case outside the estimate. Take a marker at depth $x_0<R$, between the surface and a thin damage sheet. If its width stays small throughout the anneal compared with its distances from both, the formula for $M$ gives

$$M=\frac{Qx_0}{D_I},\qquad B=\frac{D_B^*}{D_S}\frac{Qx_0}{N}.$$

Under that condition the shallower marker broadens less, but the temperature ratio is unchanged. The example dose is too large for this at 700 °C: with $x_0=50$ nm the formula would add an rms width of 60 nm, more than the distance to the surface.

Two numerical tests support these results. A time-dependent solution in scaled units, in which dilute boron follows the excess interstitials without acting back on them, gave 0.9996 and 0.9997 of the predicted variance for exponential and constant-rate release. Separately, integrating the diffusion solution for a sheet source over time reproduced the ratio 17.22. It did so for two different divisions of the 4.9 eV into formation and migration.

The same integration checks the finite-time formula, here with $D_I=0.01\,e^{-0.9\ \mathrm{eV}/kT}\ \mathrm{cm^2/s}$. At 700 °C and 60 s it gives $1.40\times10^{-13}\ \mathrm{cm^2}$, against $1.41\times10^{-13}$ from the formula. The small deficit is expected, since some released interstitials are still deep in the wafer and have yet to return past the marker.

The ratio is sensitive to the energies: a change of 0.1 eV in $E_S-E_B$ multiplies or divides it by 1.23. Published values differ by several tenths of an eV, roughly 3.1 to 3.75 eV for $E_B$ and 4.7 to 4.95 eV for $E_S$, which spreads the ratio from about 7 to about 40. The sign of the effect is robust; the value 17.2 belongs to the energies chosen here. It also relies on the surface holding the interstitial concentration at $c^*$. Suppose instead that the surface absorbs excess interstitials at a finite rate, with flux $sc(0,t)$. All of $Q$ must still leave there, so $sM(0)=Q$. Adding this surface value to the earlier solution gives, beyond the damage,

$$M=\frac{Q}{D_I}\left(R+\frac{D_I}{s}\right).$$

The length $D_I/s$ adds to $R$. If it is not small and varies with temperature, the ratio of broadenings acquires the extra factor

$$\frac{(R+D_I/s)_{700}}{(R+D_I/s)_{900}},$$

and the two activation energies no longer determine the answer. Permanent bulk traps reduce $M$ by an amount that depends on how many interstitials they capture and at what depth. If this reduction differs between the two temperatures in relative terms, the ratio changes too. Traps that have emptied again by the end only delay the interstitials: the net number crossing each plane is the same, so $M$ is unchanged. The result also assumes that boron does not cluster. The remaining values are in the numerical output below.

## Numbers as computed

```
Activation energies boron, self, release: 3.5, 4.9, 3.6 eV
Prefactors boron, self: 1, 1000 cm^2/s
Atomic density N: 5.0e+22 cm^-3
Interstitial dose Q: 1.0e+13 cm^-2
Damage depth, marker depth: 100, 400 nm
Initial marker rms width: 10 nm
Interstitial D_I prefactor, migration: 0.01 cm^2/s, 0.9 eV
Boltzmann constant: 8.617333e-05 eV/K
1/T700 - 1/T900: 1.75185e-04 1/K
--- 700 C, T = 973.15 K, kT = 0.08386 eV
Equilibrium boron diffusivity: 7.483e-19 cm^2/s
Self-diffusion D_S: 4.205e-23 cm^2/s
D_B/D_S: 1.780e+04
Total integrated diffusivity B: 3.560e-11 cm^2
Added variance 2B: 7119.0 nm^2
Added rms width sqrt(2B): 84.4 nm
Final rms width, no background: 85.0 nm
Release time tau: 1.508e+04 s
Mean enhancement B/(D_B tau): 3154
Background D_B*5tau: 5.64e-14 cm^2
B after 60 s, closed form: 1.41e-13 cm^2
B after 60 s, kernel: 1.40e-13 cm^2
--- 900 C, T = 1173.15 K, kT = 0.10109 eV
Equilibrium boron diffusivity: 9.209e-16 cm^2/s
Self-diffusion D_S: 8.911e-19 cm^2/s
D_B/D_S: 1.034e+03
Total integrated diffusivity B: 2.067e-12 cm^2
Added variance 2B: 413.4 nm^2
Added rms width sqrt(2B): 20.3 nm
Final rms width, no background: 22.7 nm
Release time tau: 10 s
Mean enhancement B/(D_B tau): 224
Background D_B*5tau: 4.60e-14 cm^2
B after 60 s, closed form: 2.06e-12 cm^2
B after 60 s, kernel: 2.06e-12 cm^2
--- comparison
Exponent of the ratio: 2.8461
Variance ratio 700/900: 17.22
Added-width ratio 700/900: 4.15
Kernel quadrature variance ratio: 17.22
Factor in ratio per 0.1 eV: 1.225
Release-time ratio 700/900: 1508
Enhanced-diffusivity ratio 900/700: 87.6
Same ratio from kernel at t = tau: 87.7
Crossing time of excess broadening: 902 s
900 C background at crossing: 8.31e-13 cm^2
Simulated/predicted variance, exponential: 0.9996
Simulated/predicted variance, constant: 0.9997
```
